# How Random Extension Dopants Vary Threshold and Access Resistance in Undoped Fins

In the example below, the middle 8 nm of an 18 nm channel contains on average 0.0005 dopants: about one device in two thousand has any dopant there. Yet from device to device the threshold voltage spreads by 3.2 mV and the access resistance by 121 Ω, with every dimension identical. What varies is the number and position of the donors in the source and drain extensions, including the tails that reach under the gate. These notes separate what those donors do to the threshold from what they do to the resistance, and then weigh the two.

## The device and its averaged potential

A silicon-like fin of thickness $t=6$ nm and height 30 nm has gates on both side faces, behind oxide of thickness $t_{ox}=1$ nm. The gate covers $0<x<L$, with $L=18$ nm. Contact planes, where the field is taken as zero, lie 12 nm outside each gate edge. The mean donor density on the source side is

$$N(x)=\frac{N_0}{2}\,\mathrm{erfc}\frac{x-x_m}{\sqrt2\,s},$$

with $N_0=10^{20}$ cm$^{-3}$, $x_m=-3$ nm and $s=2$ nm; the drain mirrors it. Donors are placed independently, so counts are Poisson distributed.

Let $\phi=(E_F-E_C)/q$, so that more electrons means larger $\phi$. Let $V$ be the gate voltage less a constant offset of 0.45 V, chosen so that a long empty channel has $\phi=V$. With $y$ measured from the mid-plane, Gauss's law at the surface gives $\epsilon_s\phi_y(t/2)=\epsilon_{ox}(V-\phi_{surf})/t_{ox}$. Averaging Poisson's equation over $y$ gives

$$\bar\phi''-\frac{2\epsilon_{ox}}{\epsilon_s t\,t_{ox}}(\phi_{surf}-V)=-\frac q{\epsilon_s}(N-n).$$

To eliminate $\phi_{surf}$, assume a parabola $\phi=\phi_0-\alpha y^2$. Its surface slope is $-\alpha t$, and its mean exceeds its surface value by $\alpha t^2/4-\alpha t^2/12=\alpha t^2/6$. Since $\alpha t=\epsilon_{ox}(\phi_{surf}-V)/(\epsilon_st_{ox})$,

$$\bar\phi-V=(\phi_{surf}-V)\left(1+\frac{\epsilon_{ox}t}{6\epsilon_st_{ox}}\right).$$

Dropping the bar, and evaluating $n$ at the averaged potential, which is a further approximation, we have under the gate

$$-\phi''+\frac{\phi-V}{\lambda^2}+\frac q{\epsilon_s}(n-N)=0,\qquad \lambda^2=\frac{\epsilon_st\,t_{ox}}{2\epsilon_{ox}}+\frac{t^2}{12}.$$

Here $\epsilon_s/\epsilon_{ox}=3$, so $\lambda^2=9+3=12$ nm² and $\lambda=3.46$ nm. The slowest mode of the two-dimensional Laplace problem decays in 3.52 nm, so the average is 1.7% short. Outside the gate the coupling $1/\lambda^2$ is set to zero.

Each donor is spread over the cross-section. Along the height this costs nothing at first order: neglecting the fin's top and bottom, the response of the total current cannot depend on where along the height the donor sits. Across the thickness it is an approximation. The next symmetric mode decays in 0.91 nm. An off-centre donor also excites an antisymmetric mode, which decays in 1.5 nm but by symmetry does not change the total current at first order. Away from the donor, the part of the disturbance that matters therefore soon takes the shape of the slowest mode. Its amplitude, however, still depends on where the donor sat: under the gate it is 13% above the average for a donor at mid-plane and 25% below it for one at the surface, which the gate screens better. Over random places this adds only about 1.4% to the variance such donors cause.

## First contribution: the edge moves

Around the barrier, below threshold, there are neither donors nor appreciable electrons. The equation there is linear and of second order, so its solution has two constants:

$$\phi-V=B_se^{-x/\lambda}+B_de^{-(L-x)/\lambda}.$$

However complicated the source, it reaches the barrier through $B_s$. Moving an unchanged source forward by $a_s$ replaces $e^{-x/\lambda}$ by $e^{-(x-a_s)/\lambda}$, which multiplies $B_s$ by $e^{a_s/\lambda}$. We can therefore define the edge advance produced by any small change of the donors, at fixed $V$, as

$$a_s=\lambda\,\delta\ln B_s .$$

The amplitude is read off at mid-channel: in $\phi-V-\lambda\phi'$ the drain terms cancel and the source terms add to $2B_se^{-x/\lambda}$. No sharp boundary is needed. An extra donor raises $\phi$, so it advances the edge into the channel. The drain advance $a_d$ is defined in the same way, also positive into the channel. A source change also disturbs $B_d$ by reflection at the drain, but this is smaller by a factor of order $e^{-L/\lambda}\approx0.006$.

## Second contribution: from edge to threshold

At low drain bias and constant mobility $\mu$, the drift-diffusion resistance is

$$R=\int\frac{dx}{q\mu nA},$$

with $A=180$ nm² the cross-section. Threshold is defined as the gate voltage at which $R=10$ MΩ, in effect a constant-current criterion. This $R$ holds for drain biases well below $kT/q$. At 50 mV the subthreshold current is already saturating and is about 2.5 nA, half of what Ohm's law would give.

Below threshold $n=N_ce^{\phi/V_t}$, with $V_t=kT/q=25.85$ mV. The sum of two exponentials is a hyperbolic cosine about the barrier position $x_0$:

$$\phi-V=zV_t\cosh\frac{x-x_0}\lambda,\qquad z=\frac{2\sqrt{B_sB_d}}{V_t}e^{-L/2\lambda}.$$

This follows because the product of the two exponential terms, $B_sB_de^{-L/\lambda}$, does not depend on $x$ and must equal $(zV_t/2)^2$. Put $u=(x-x_0)/\lambda$ and extend the integral to infinity, since $1/n$ is already small at the edges. With $K_0(z)=\int_0^\infty e^{-z\cosh u}du$,

$$R=\frac{2\lambda K_0(z)}{q\mu N_cA}\,e^{-V/V_t}.$$

At the solved threshold this formula returns 1.000 times the criterion for $L=18$ nm and 1.016 times for 34 nm.

Now vary everything at fixed $R$. Since $K_0'=-K_1$,

$$0=-\frac{dV}{V_t}-M\,d\ln z,\qquad M=\frac{zK_1(z)}{K_0(z)}.$$

The change of $\ln z$ has three sources. The amplitudes depend on $V$; the length enters through $e^{-L/2\lambda}$; and the donors change $\frac12\ln B_s+\frac12\ln B_d$ by $(a_s+a_d)/2\lambda$. Hence

$$d\ln z=\frac{\partial\ln z}{\partial V}dV-\frac{dL-a_s-a_d}{2\lambda}.$$

Inserting this and collecting $dV$,

$$\left(\frac1{V_t}+M\frac{\partial\ln z}{\partial V}\right)dV=\frac{M}{2\lambda}(dL-a_s-a_d).$$

The bracket is $-\partial\ln R/\partial V$ at fixed $L$, the inverse subthreshold swing per factor $e$ of current, written $1/(mV_t)$. Therefore

$$\delta V_{th}=S\,(dL-a_s-a_d),\qquad S=\frac{mV_t}{2\lambda}\frac{zK_1(z)}{K_0(z)} .$$

Edge advances and gate length enter in one combination, so $S=dV_{th}/dL$ can be measured on devices with no randomness at all.

The two limits have different physics. For $z\gg1$, $K_1/K_0\to1$ and $S\to mV_tz/2\lambda$: the edge lowers the barrier, and the effect dies as $e^{-L/2\lambda}$. For $z\ll1$, $zK_1\to1$ and $K_0\to\ln(2/z)-\gamma$, with $\gamma$ Euler's constant, so

$$S\to\frac{mV_t}{2\lambda K_0},\qquad 2\lambda K_0\to L-2\lambda\left(\ln\frac{\sqrt{B_sB_d}}{V_t}+\gamma\right).$$

This is the length of the flat part of the barrier. A shorter flat part conducts better even if its height is unchanged, so the constant-current threshold still moves. The decay with $L$ is then algebraic.

With the extensions and the criterion held fixed, the slopes in mV/nm are:

| $L$ (nm) | $z$ | re-solved | Bessel | barrier only |
|---|---|---|---|---|
| 18 | 1.155 | 6.92 | 6.96 | 5.05 |
| 24 | 0.433 | 3.38 | 3.37 | 1.78 |
| 34 | 0.088 | 1.56 | 1.53 | 0.35 |

"Re-solved" means the nonlinear equation was solved at neighbouring gate lengths; the Bessel law agrees within 2%. "Barrier only" is $mV_tz/2\lambda$. At 18 nm, with $m=1.172$, it is $1.172\times25.85\times1.155/6.93=5.05$ mV/nm, already 27% below the re-solved slope. At 34 nm it is low by a factor of 4.5.

## What one donor does

Linearize Poisson's equation about the mean device, with $n_\phi=dn/d\phi$ and $\kappa=1/\lambda^2$ under the gate, zero elsewhere:

$$\mathcal L\,\delta\phi=\frac q{\epsilon_s}\delta N+\kappa\,\delta V,\qquad \mathcal L=-\frac{d^2}{dx^2}+\kappa+\frac q{\epsilon_s}n_\phi .$$

Suppose a quantity $J$ responds as $\delta J=\int j\,\delta\phi\,dx$. Solve $\mathcal Lw=j$ once. Because $\mathcal L$ is self-adjoint with zero-field ends,

$$\delta J=\int w\left(\frac q{\epsilon_s}\delta N+\kappa\,\delta V\right)dx .$$

One donor at $x_i$ is $\delta N=\delta(x-x_i)/A$, so at fixed $V$ it contributes $g(x_i)=q\,w(x_i)/(\epsilon_sA)$. For the threshold, take $J=\ln R$ and choose $\delta V$ to keep $J$ fixed:

$$g_V(x_i)=-\frac{q\,w(x_i)}{\epsilon_sA\int\kappa w\,dx}.$$

The source edge weight $g_a$ comes from $J=\phi-V-\lambda\phi'$ at mid-channel, with $a_s=\lambda\,\delta J/J$. The resistance weight $g_R$ comes from the source access resistance $R_s$, defined as the part of $R$ between contact plane and gate edge at a gate voltage of 0.70 V. Electrons follow Fermi-Dirac statistics throughout.

| $x$ (nm) | $g_a$ (nm) | $g_V$ (mV) | $g_R$ (Ω) |
|---|---|---|---|
| −9.55 | 0.0000002 | −0.000007 | −1.94 |
| −3.05 | 0.0071 | −0.050 | −10.3 |
| 0.05 | 0.164 | −1.14 | −21.5 |
| 2.05 | 0.404 | −2.78 | −3.3 |

The edge law can be read across a row: at the gate edge, $-6.92\times0.164=-1.13$ mV, against the tabulated $-1.14$ mV. Over the source donors in the left half of the device, the root-mean-square mismatch between $g_V$ and $-Sg_a$ is 1.7% of the root-mean-square $g_V$, both weighted by the doping.

Deep in the extension, electrons screen the donor and the edge does not notice it. The current does. There the fields vary slowly, so $\mathcal L\approx qn_\phi/\epsilon_s$. With $j=-n_\phi/(q\mu An^2)$ this gives $w=-\epsilon_s/(q^2\mu An^2)$, and with $n=N$

$$g_R=-\frac1{q\mu A^2N^2}.$$

For $\mu=100$ cm²/Vs, a 1 nm slice at full doping has resistance 34.7 Ω and holds $180\times0.1=18$ donors. One more lowers the resistance by $34.7/18=1.93$ Ω, close to the 1.94 Ω of the first row. At $x=2.05$ nm the resistance weight is small because the donor lies outside the section being counted and acts there through its screened potential.

## The threshold spread

Divide the device into slices with independent Poisson counts of mean $AN\,dx$. A count's variance equals its mean, so for summed responses $g$ and $h$

$$\mathrm{Var}=\int AN g^2dx,\qquad \mathrm{Cov}=\int ANgh\,dx .$$

This is Campbell's theorem. It gives $\sigma_a=0.331$ nm for one edge. The two edges are independent, hence

$$\sigma_V=\sqrt2\,S\sigma_a=1.414\times6.92\times0.331=3.24\ \text{mV}.$$

Integrating $g_V^2$ directly, without the edge concept, gives 3.23 mV. The third digit belongs to the averaged model: resolving the classical potential across the fin thickness raises the spread by about 4%, to about 3.4 mV, and $S$ by about 2%.

Of this variance, 66% comes from donors under the gate, although the source tail puts only 1.05 donors there on average. Their share of the edge spread is $0.331\sqrt{0.66}=0.27$ nm, or about 0.26 nm per stray donor, between the tabulated values at 0.05 and 2.05 nm. "Undoped" therefore describes the middle of this channel, not its ends.

The weights scale as $1/A$ and the number of donors as $A$. If $A$ is changed through the fin height, at fixed thickness and doping profile and with the resistance criterion scaled as $1/A$, the threshold spread falls as $A^{-1/2}$.

## The resistance spread, and how much of it is edge

The source access resistance is 774 Ω with a spread of 86 Ω. Both sides together give 1548 Ω and 121 Ω, or 8%.

First isolate plain counting. A uniform extension of length $\ell$ has $R=\ell/(q\mu AN)$, and with the neutral weight

$$\frac{\mathrm{Var}\,R}{R^2}=AN\ell\,\frac{1}{(q\mu A^2N^2)^2}\,\frac{(q\mu AN)^2}{\ell^2}=\frac1{AN\ell}.$$

For 12 nm at full doping this is $1/216$: a spread of 6.8% of 416 Ω, or 28 Ω. The actual 86 Ω is three times larger because the graded end has fewer carriers and each donor there matters more. The region $x<-7$ nm supplies just 4.7% of the variance.

Next isolate the part that follows the edge. Write $\delta R_s=\beta a_s+r$ and choose $\beta=\mathrm{Cov}(R_s,a_s)/\sigma_a^2$, which makes $r$ uncorrelated with $a_s$. The result is $\beta=-145$ Ω/nm, so the edge accounts for $145\times0.331=48$ Ω and the remainder for 71 Ω. In quadrature these restore 86 Ω. The correlation is $-0.56$, so edge motion explains 31% of the resistance variance.

A tempting shortcut is to slide the whole mean profile and take the ratio of the two responses. That gives $-324$ Ω/nm and, multiplied by $\sigma_a$, 107 Ω: more than the entire spread. The reason lies in the averages being formed. Both coefficients average the ratio $g_R/g_a$, but with different weights:

$$\beta=\frac{\int Ng_a^2\,(g_R/g_a)\,dx}{\int Ng_a^2\,dx},\qquad \beta_{rigid}=\frac{\int|N'|g_a\,(g_R/g_a)\,dx}{\int|N'|g_a\,dx}.$$

The ratio is about $-1450$ Ω/nm at $x=-3.05$ nm, $-131$ at the gate edge and $-8$ at 2.05 nm. Relative to sliding, random placement carries an extra weight $g_aN/|N'|$. Between the first and last of these points $g_a$ grows 57-fold, while $N/|N'|$ falls only from 2.6 to about 0.7 nm. Random edge motion is thus controlled by donors nearer the channel, where an edge advance brings less resistance change. A rigid shift describes a process error common to all donors, not their randomness.

## Weighing the two

An extra donor lowers both threshold and resistance, so the two correlate positively: 0.56 between threshold and total access resistance. One random variable cannot represent both.

Their importance depends on bias. Near threshold, 3.23 mV changes the current by $3.23/(1.172\times25.85)=11\%$, while 121 Ω is nothing beside 10 MΩ. At 0.70 V the total resistance in this averaged model is 5787 Ω, and the access spread is 2.1% of it. Resolving the classical potential across the fin lowers the total by about 6%, because electrons gather near the gated faces; the access spread stays at 121 Ω. The access part is not the whole on-state fluctuation, because the same donors also modulate the gated part. In the averaged model the total resistance spreads by 182 Ω, or 3.1%, and its correlation with the threshold is 0.85.

Gate length separates them further. From 18 to 24 to 34 nm, with the extensions fixed, $\sigma_V$ falls from 3.23 to 1.66 to 0.80 mV, while the access spread stays at 121 Ω. The ratio $\sigma_V/S$ rises slightly, from 0.47 to 0.51 nm. The threshold gate voltage, at which the edge is defined, changes with length; that is a plausible cause, not one isolated here.

Linear response has its own error. In 500 random devices solved nonlinearly, the spreads were 3.20 mV and 134 Ω, with correlation 0.57 and a sampling error near 3% in each spread. The resistance spread is 10% above the linear value. In a fin of 16 times the area, where relative fluctuations are four times smaller, the excess is 6%, about two sampling errors; a second-order effect should leave less than 1% there, so most of this is probably chance. Both calculations smear each donor over the cross-section, so they do not measure the nonlinearity of a localized charge.

## Beside real fins

The dimensions and doping are rough values for an advanced silicon fin transistor; 30 nm is a modest height, and the 10 MΩ criterion is a low current. At 1 MΩ, $\sigma_V$ is 3.07 mV. One doubtful assumption at these lengths is diffusive transport with one mobility: an estimated ballistic resistance of 1282 Ω is comparable with the access resistance itself. Real drains are also biased high. Scaling $B_d$ for 0.7 V raises $S$ by an estimated factor of 1.56, but at the same 2.5 nA $\sigma_V$ rises less, to about 4 mV, because the edge of the biased drain fluctuates less. Spacer fringing with a quarter of the gate's coupling changes the spreads to 3.35 mV and 102 Ω. Source-drain tunnelling adds current below the barrier top, but quantum reflection above the top takes most of it back. For a transport mass of 0.19 free-electron masses the net gain is about 5%, a common threshold shift of roughly $30.3\ln1.05\approx1.5$ mV; the effect on $S$ was not computed. Confinement raises the lowest level by about 11 meV for (100) side faces, where the heavy mass of 0.92 free-electron masses lies across the fin, and by about 33 meV for (110) faces; these energies are not the threshold shift, since the other valleys and subbands move too. Summing them all in a hard-walled well gives a shift of about 28 mV for (100) faces and 31 mV for (110) faces, common to all devices if the thickness is uniform. Metal-gate grains, line-edge roughness, interface traps and doping-dependent mobility are left out; the first two may well spread the threshold by more than the few millivolts found here.

## Calculated quantities

```
fin thickness, height, gate: 6, 30, 18 nm
oxide 1 nm; contact to gate edge 12 nm
extension doping 1.0e+20 cm^-3, mobility 100 cm2/Vs
profile midpoint -3.0 nm, spread 2.0 nm
temperature 300 K, Vt 25.85 mV, Nc 2.82e+19 cm^-3
relative permittivities: silicon 11.7, oxide 3.9
gate offset 0.45 V, on-state gate 0.70 V
threshold criterion 10 Mohm
decay length: averaged 3.464 nm, 2D mode 3.522 nm
mean dopants under gate from source: 1.05
mean dopants in middle 8 nm of channel: 5.1e-04
threshold gate voltage 0.1798 V, ideality 1.172
source access R 773.8 ohm, total on R 5786.7 ohm
one dopant: x nm, edge nm, Vth mV, source R ohm
   -9.55   2.04e-07  -7.29e-06   -1.939
   -6.05   6.80e-05  -4.80e-04   -2.469
   -3.05   7.13e-03  -4.96e-02  -10.336
    0.05   1.64e-01  -1.14e+00  -21.517
    2.05   4.04e-01  -2.78e+00   -3.338
neutral-extension limit of R weight -1.926 ohm
whole dopant at gate edge, nonlinear Vth -1.091 mV
L nm, z, slope mV/nm: re-solved, Bessel, barrier-only
  18 1.155 6.924 6.957 5.051
  24 0.433 3.380 3.373 1.779
  34 0.088 1.558 1.528 0.347
L nm, Bessel R / criterion, sigma Vth mV, sigma access R ohm
  18 1.000 3.231 121.39
  24 1.002 1.657 121.39
  34 1.016 0.795 121.39
sigma of one edge 0.331 nm
sigma Vth: edge law 3.241 mV, full 3.231 mV
edge-law misfit over source dopants 1.7 percent
Vth variance from dopants under gate 66.1 percent
sigma source R 85.84 ohm, both sides 121.39 ohm
source R variance from x < -7 nm: 4.7 percent
correlation source edge-R -0.558, Vth-access R 0.561
source R following edge 47.87 ohm, rest 71.25 ohm
R per edge advance: regression -144.6, rigid -323.9 ohm/nm
edge advance per rigid profile shift 0.697 nm/nm
Monte Carlo (500): sigma Vth 3.201 mV, R 134.10 ohm, corr 0.571
tall fin MC/linear: Vth 1.008, R 1.061, corr 0.563
neglected: tunnel/over-barrier current 0.249
neglected: ballistic resistance 1282 ohm
neglected: confinement energy 55.0 meV
neglected: slope factor at 0.7 V drain, estimate 1.56
neglected: next transverse mode decays in 0.91 nm
spacer coupling 0.25 of gate: sigma Vth 3.349 mV, R 102.42 ohm
criterion 1 Mohm: sigma Vth 3.073 mV
```
